# Slater's virial relations for diatomic and polyatomic molecules

## 1. What dimensions already fix

Electrons moving around fixed nuclei have two kinds of energy. The kinetic operator carries the constant \(\kappa=\hbar^2/m\), with dimension energy × length². Every Coulomb term carries \(q=e^2/4\pi\varepsilon_0\), with dimension energy × length. Fix the shape of the molecule and let \(R\) measure its size. The only dimensionless combination of \(\kappa\), \(q\) and \(R\) is \(x=qR/\kappa\), up to powers, so an energy level must have the form

\[
E=\frac{\kappa}{R^2}\,f(x),\qquad x=\frac{qR}{\kappa}.
\]

Differentiate with respect to \(R\) and to \(q\):

\[
R\frac{\partial E}{\partial R}=-2\frac{\kappa}{R^2}f+\frac{\kappa}{R^2}xf',\qquad
q\frac{\partial E}{\partial q}=\frac{\kappa}{R^2}xf'.
\]

Hence \(R\,\partial E/\partial R=-2E+q\,\partial E/\partial q\). The Coulomb operator is proportional to \(q\). If the first-order change of a level is the expectation value of the change in the Hamiltonian, then \(q\,\partial E/\partial q\) is the mean Coulomb energy \(V\), and

\[
V=2E+R\frac{dE}{dR},\qquad T=E-V=-E-R\frac{dE}{dR}.
\]

These are Slater's relations. The first-order step still needs proof, and the sum over nuclei must be made explicit. Both follow from a change of length scale.

## 2. Setting and assumptions

Atomic units are used from here on. For \(N\) electrons and point nuclei of charge \(Z_A\) at \(\mathbf R_A\),

\[
H(\mathbf R)=\hat T+\hat V(\mathbf R),\qquad \hat T=-\tfrac12\sum_i\nabla_i^2,
\]
\[
\hat V=-\sum_{i,A}\frac{Z_A}{|\mathbf r_i-\mathbf R_A|}+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|}+\sum_{A<B}\frac{Z_AZ_B}{|\mathbf R_A-\mathbf R_B|}.
\]

Here \(\mathbf R\) stands for all nuclear positions. The normalized bound state \(\psi\) satisfies \(H\psi=E\psi\), with \(T=\langle\psi|\hat T|\psi\rangle\) and \(V=\langle\psi|\hat V|\psi\rangle\). The kinetic energy of the nuclei is not included; their mutual repulsion is included in both \(E\) and \(V\).

Two assumptions concern the level. Within its symmetry class it is nondegenerate and separated from the rest of the spectrum by at least some \(g>0\), for all geometries of the same shape and nearly the same size. Also, \(E\) is differentiable in the nuclear coordinates. At a crossing where the gradient does not exist, the final formula has no meaning as written.

## 3. Dilating the wave function

Stretch all electron coordinates by a factor \(\lambda>0\):

\[
(D_\lambda\psi)(\mathbf r)=\lambda^{-3N/2}\,\psi(\mathbf r/\lambda).
\]

Spin and antisymmetry are untouched. With \(\mathbf r=\lambda\mathbf u\), the volume element gives \(\lambda^{3N}\), which cancels the squared prefactor, so the norm is preserved and \(D_\lambda\) is unitary.

Each derivative of \(\psi(\mathbf r/\lambda)\) brings down a factor \(1/\lambda\). The kinetic operator has two, so

\[
D_\lambda^{-1}\hat T D_\lambda=\lambda^{-2}\hat T .
\]

Now stretch the nuclear frame by the same factor. Every distance in \(\hat V\) is multiplied by \(\lambda\); for example \(|\lambda\mathbf u_i-\lambda\mathbf R_A|=\lambda|\mathbf u_i-\mathbf R_A|\). Therefore

\[
D_\lambda^{-1}\hat V(\lambda\mathbf R)D_\lambda=\lambda^{-1}\hat V(\mathbf R).
\]

Adding the two results gives

\[
D_\lambda^{-1}H(\lambda\mathbf R)D_\lambda=h(\lambda)\equiv\lambda^{-2}\hat T+\lambda^{-1}\hat V(\mathbf R).
\]

A unitary transformation leaves eigenvalues unchanged, so \(E(\lambda\mathbf R)\) is an eigenvalue of \(h(\lambda)\). In \(h(\lambda)\) the nuclei stay where they were, and only two numerical factors depend on \(\lambda\).

This is the step that fails for other Hamiltonians. An external field, a pseudopotential or a relativistic kinetic energy does not in general scale with these powers, and the relations then acquire further terms.

## 4. The first-order change of the level

Let \(\chi_\lambda\) be the normalized eigenfunction, \(h(\lambda)\chi_\lambda=E(\lambda\mathbf R)\chi_\lambda\). It must first be shown that \(\chi_\lambda\to\psi\) as \(\lambda\to1\). Since \(h(1)\psi=E\psi\),

\[
[h(\lambda)-E]\psi=(\lambda^{-2}-1)\hat T\psi+(\lambda^{-1}-1)\hat V\psi ,
\]

and the norm of the right side tends to zero. The part of \(\psi\) orthogonal to \(\chi_\lambda\) belongs to spectrum at least a fixed distance from \(E\) when \(\lambda\) is close to 1, by the assumed separation. The norm of that part is thus at most the norm above divided by that distance, and it vanishes in the limit. With a suitable phase, \(\chi_\lambda\to\psi\).

Now project the eigenvalue equation on \(\psi\), and use the Hermiticity of \(h(1)\):

\[
\langle\psi|h(\lambda)|\chi_\lambda\rangle=E(\lambda\mathbf R)\langle\psi|\chi_\lambda\rangle,\qquad
\langle\psi|h(1)|\chi_\lambda\rangle=E(\mathbf R)\langle\psi|\chi_\lambda\rangle .
\]

Subtract the second from the first:

\[
[E(\lambda\mathbf R)-E(\mathbf R)]\langle\psi|\chi_\lambda\rangle
=(\lambda^{-2}-1)\langle\psi|\hat T|\chi_\lambda\rangle+(\lambda^{-1}-1)\langle\psi|\hat V|\chi_\lambda\rangle .
\]

Divide by \(\lambda-1\). The two factors become

\[
\frac{\lambda^{-2}-1}{\lambda-1}=-\frac{\lambda+1}{\lambda^2}\to-2,\qquad
\frac{\lambda^{-1}-1}{\lambda-1}=-\frac1\lambda\to-1 .
\]

The overlap tends to 1 and the matrix elements tend to \(T\) and \(V\), so

\[
\left.\frac{d}{d\lambda}E(\lambda\mathbf R)\right|_{\lambda=1}=-2T-V. \tag{1}
\]

For a ground state there is a shorter route. The dilated function \(D_\lambda\psi\) is a valid trial function at geometry \(\lambda\mathbf R\), so \(E(\lambda\mathbf R)\le\lambda^{-2}T+\lambda^{-1}V\), with equality at \(\lambda=1\). Two differentiable curves that touch without crossing have equal slopes at the contact, which is (1) again. The longer argument also covers excited states.

## 5. The polyatomic and diatomic forms

The chain rule turns the left side of (1) into

\[
W\equiv\sum_A\mathbf R_A\cdot\nabla_AE .
\]

Thus \(2T+V=-W\). Subtract \(T+V=E\) to find \(T\), and then use \(V=E-T\):

\[
\boxed{\,T=-E-\sum_A\mathbf R_A\cdot\nabla_AE,\qquad V=2E+\sum_A\mathbf R_A\cdot\nabla_AE\,} \tag{2}
\]

In terms of the forces \(\mathbf F_A=-\nabla_AE\), this reads \(2T+V=\sum_A\mathbf R_A\cdot\mathbf F_A\).

**Origin.** Moving the origin adds a constant vector \(\mathbf d\) to every \(\mathbf R_A\) and changes \(W\) by \(\mathbf d\cdot\sum_A\nabla_AE\). A rigid translation does not change \(E\), so this sum of gradients is zero and \(W\) does not depend on the origin.

**Diatomic.** Here \(E\) depends only on \(R=|\mathbf R_1-\mathbf R_2|\). With \(\mathbf n=(\mathbf R_1-\mathbf R_2)/R\), the gradients are \(\nabla_1E=E'\mathbf n\) and \(\nabla_2E=-E'\mathbf n\). Then

\[
W=E'\,\mathbf n\cdot(\mathbf R_1-\mathbf R_2)=R\frac{dE}{dR},
\]

and (2) becomes Slater's pair.

**Bond lengths and an angle.** For a triatomic described by \(r_1\), \(r_2\) and the angle between them, dilation multiplies both lengths by \(\lambda\) and keeps the angle. Hence \(W=r_1\,\partial E/\partial r_1+r_2\,\partial E/\partial r_2\), with the angle held fixed. The angular force does no work in a dilation.

**Nuclear repulsion.** It may be left out, provided it is left out of both \(E\) and \(V\). In a diatomic the term \(u=Z_1Z_2/R\) obeys \(R\,du/dR=-u\). It contributes \(-u+u=0\) to \(-E-R\,dE/dR\), and \(2u-u=u\) to \(2E+R\,dE/dR\), which is its own share of \(V\). The equilibrium condition, however, refers to the total energy.

## 6. Reading the relations

At any stationary geometry \(W=0\), so \(T=-E\) and \(V=2E\). The converse fails for a polyatomic molecule: \(W\) measures only the force along a uniform dilation, and it can vanish while other forces, such as the angular one, remain. In general the forces enter through \(W\). For a diatomic the relations can be written as

\[
T=-\frac{d(RE)}{dR},\qquad V=\frac1R\frac{d(R^2E)}{dR},
\]

so the curve \(E(R)\) alone determines both parts of the energy. Integrating the first gives

\[
\int_{R_1}^{R_2}T\,dR=R_1E(R_1)-R_2E(R_2).
\]

Let \(\Delta\) denote the change from the separated fragments, each of which satisfies \(T=-E\) and \(V=2E\). Then

\[
\Delta T=-\Delta E-R\frac{dE}{dR},\qquad \Delta V=2\Delta E+R\frac{dE}{dR}.
\]

Suppose that at large distance \(\Delta E=-C/R^n\) with \(C>0\). Then \(R\,dE/dR=nC/R^n=-n\Delta E\), and

\[
\Delta T=(n-1)\Delta E,\qquad \Delta V=(2-n)\Delta E .
\]

For \(n>2\) the fragments approach with falling kinetic energy and rising potential energy. At the equilibrium distance of a bound molecule the signs are the opposite: \(\Delta T=-\Delta E>0\) and \(\Delta V=2\Delta E<0\). The relations fix these amounts at each distance; they do not by themselves identify a mechanism of bonding.

## 7. Worked example: H₂⁺

The one-electron problem was solved in a converged basis whose decay constant is fixed in bohr⁻¹. The basis is written in spheroidal coordinates, so apart from that decay constant it stretches with the molecule. By the argument of Section 8, with the decay constant in the role of \(c\), the relations hold once the radial expansion is converged, even if the angular expansion is not. The agreement below therefore illustrates the relations and is consistent with radial convergence. It proves neither that convergence nor the accuracy of the energy, because the relations also hold in a small basis whose decay constant is optimal. \(T\) and \(V\) come from the wave function, and \(dE/dR\) from energy differences.

At \(R=4\) bohr, \(E=-0.546085\) hartree and \(dE/dR=0.026992\) hartree/bohr. Slater's relations give

\[
T=0.546085-4(0.026992)=0.43812,
\]
\[
V=2(-0.546085)+4(0.026992)=-0.98420
\]

hartree. The wave function gives 0.438115 and −0.984200 hartree, which agree within the rounding of the inputs.

The lowest ungerade state, which is excited but is the lowest of its own symmetry (so the shorter route of Section 4 also applies to it within that symmetry), has \(E=-0.167534\) hartree and \(dE/dR=-0.318168\) hartree/bohr at \(R=2\) bohr. Then \(T=0.167534+2(0.318168)=0.803870\) hartree, again the directly computed value.

The energy minimum lies at \(R=1.9972\) bohr (1.0569 Å), with a binding energy of 0.102635 hartree (2.793 eV) relative to a hydrogen atom and a distant proton. Changes from that limit, in hartree, are:

| \(R\) / bohr | \(\Delta E\) | \(\Delta T\) | \(\Delta V\) |
|---:|---:|---:|---:|
| 1.0000 | 0.0482 | 0.4727 | −0.4245 |
| 1.9972 | −0.1026 | 0.1026 | −0.2053 |
| 4.0000 | −0.0461 | −0.0619 | 0.0158 |
| 8.0000 | −0.0026 | −0.0134 | 0.0108 |

At 4 and 8 bohr the lowering of the energy is kinetic and the potential energy opposes it. At equilibrium the roles have changed over. At 1 bohr the molecule is compressed, and the rise in kinetic energy exceeds the fall in potential energy.

The long-range law can be checked too. The proton's field at the atom varies as \(R^{-2}\), and the energy of an induced dipole is proportional to minus the field squared, so \(n=4\). The predicted ratios are \(\Delta T/\Delta E=3\) and \(\Delta V/\Delta E=-2\). At \(R=25\) bohr the computed ratios are 3.017 and −2.017. A pure \(R^{-4}\) law would give exactly 3 and −2. An added attractive term \(-C'/R^n\) with \(n>4\) has its own ratio \(n-1>3\) and would shift the result in the observed direction, but the program does not analyse the departure.

The integral relation avoids numerical differentiation. Between 1 and 4 bohr its right side is \(-0.451786+4(0.546085)=1.73255\) hartree bohr, and direct integration of \(T\) gives the same number.

## 8. Finite basis sets and the virial defect

An approximate wave function need not obey (2). Consider a calculation whose energy is stationary with respect to all of its wave-function parameters, orbitals included, such as Hartree–Fock, with Gaussian functions centred on the nuclei, and multiply every exponent \(\alpha\) by \(c^2\). Dilation acts on the exponential part of a basis function as

\[
e^{-\alpha|\mathbf r/\lambda-\mathbf R_A|^2}=e^{-(\alpha/\lambda^2)|\mathbf r-\lambda\mathbf R_A|^2},
\]

while the homogeneous polynomial factor in \(\mathbf r-\mathbf R_A\) (a Cartesian monomial or a solid harmonic) changes only by a constant. The centre moves with the stretched nucleus and \(c\) becomes \(c/\lambda\). The trial functions available at \((\lambda\mathbf R,c/\lambda)\) are therefore the dilated trial functions of \((\mathbf R,c)\). Consequently \(E(\lambda\mathbf R,c/\lambda)\) is the stationary value of \(\lambda^{-2}T[\Phi]+\lambda^{-1}V[\Phi]\) over a set of functions \(\Phi\) that does not depend on \(\lambda\).

Differentiate at \(\lambda=1\). The energy is stationary in \(\Phi\), so the response of \(\Phi\) contributes nothing at first order, and the derivative is \(-2T-V\). The chain rule gives \(W-\partial E/\partial\ln c\) for the same derivative, because \(\ln(c/\lambda)\) decreases at unit rate. Hence

\[
2T+V+W=\frac{\partial E}{\partial\ln c}\equiv\delta,\qquad
T=-E-W+\delta,\quad V=2E+W-\delta. \tag{3}
\]

The gradient in \(W\) is the full derivative of the computed energy, including the motion of the basis functions with the nuclei.

The defect \(\delta\) vanishes when the common scale \(c\) is optimal. It also vanishes in the complete-basis Hartree–Fock limit, where changing \(c\) does not alter the set of trial functions. Hartree–Fock theory then obeys (2) although its wave function is not an exact eigenfunction. A zero defect is thus necessary for an exact solution but not sufficient.

## 9. Worked example: distorted water

Take RHF/6-31G water with bonds of 1.9 and 2.2 bohr and an angle of 105°. The two bond derivatives are 0.045238 and 0.116573 hartree/bohr, so

\[
W=1.9(0.045238)+2.2(0.116573)=0.34241\ \text{hartree}.
\]

The analytic nuclear gradients give the same sum, before and after a shift of origin. With \(T=75.598227\) and \(V=-151.550998\) hartree,

\[
\delta=2(75.598227)-151.550998+0.342412=-0.01213\ \text{hartree}.
\]

The separately computed derivative \(\partial E/\partial\ln c\) has this value, as (3) requires. Its negative sign means that slightly tighter functions lower the energy. Minimizing the energy with respect to \(c\) gives \(c=1.000109\), where \(E=-75.952772\) and \(W=0.342376\) hartree. Equation (2) then predicts

\[
T=75.952772-0.342376=75.610396\ \text{hartree},
\]

in agreement with the direct expectation value.

The kinetic energy has risen by 0.0122 hartree, while the total energy has fallen by only \(6.6\times10^{-7}\) hartree. The contrast follows from stationarity. Near its minimum \(E\) is quadratic in \(\ln c\), so the gain is half the initial slope times the displacement:

\[
\tfrac12(0.01213)(1.09\times10^{-4})=6.6\times10^{-7}\ \text{hartree}.
\]

\(T\) and \(V\) separately are not stationary and change at first order. A visible virial defect can therefore accompany a negligible scale error in the energy. Removing it corrects the common length scale and leaves the other limitations of the basis in place. The numbers of this section belong to the 6-31G basis and are not converged properties of water: in cc-pVTZ at the same geometry the bond derivatives are 0.060 and 0.131 hartree/bohr, \(W\) is 0.402 instead of 0.342 hartree, and \(E\) is lower by 0.066 hartree. Nor does the defect shrink steadily as a finite basis improves. It is −0.046 hartree in 6-31G**, +0.018 in cc-pVDZ, +0.013 in cc-pVTZ and +0.112 in pcseg-2, although all four give lower energies than 6-31G, so its size is no measure of the quality of the basis.

The numerical check printed below covers the dilation law, both worked examples and the defect formula.

## Calculated quantities

```
H2+ (energies in hartree, R in bohr, dE/dR in hartree/bohr)
equilibrium R = 1.99719 bohr = 1.05687 angstrom
binding energy E(inf)-E = 0.102635 hartree = 2.7928 eV
state R | E | dE/dR | T direct | -E-R dE/dR | V direct | 2E+R dE/dR
g 1.0000 | -0.451786 | -0.520962 | 0.972748 | 0.972748 | -1.424535 | -1.424535
g 1.9972 | -0.602635 | 0.000000 | 0.602635 | 0.602635 | -1.205269 | -1.205269
g 4.0000 | -0.546085 | 0.026992 | 0.438115 | 0.438115 | -0.984200 | -0.984200
g 8.0000 | -0.502570 | 0.001995 | 0.486607 | 0.486607 | -0.989177 | -0.989177
u 2.0000 | -0.167534 | -0.318168 | 0.803870 | 0.803870 | -0.971404 | -0.971404
changes from H atom + proton (hartree): R | dE | dT | dV
1.0000 | 0.048214 | 0.472748 | -0.424535
1.9972 | -0.102635 | 0.102635 | -0.205269
4.0000 | -0.046085 | -0.061885 | 0.015800
8.0000 | -0.002570 | -0.013393 | 0.010823
R = 25 bohr: energy change = -5.8008e-06 hartree
  ratios: dT/dE = 3.0168, dV/dE = -2.0168
integral of T, R = 1 to 4 bohr: 1.732553 hartree bohr
R1 E(R1) - R2 E(R2): 1.732553 hartree bohr
dilated function from R = 2 bohr: lambda | bound | exact E (hartree)
0.80 | -0.565150 | -0.590937
1.25 | -0.578437 | -0.593824
water, RHF/6-31G (energies in hartree)
bonds 1.9 and 2.2 bohr, angle 105 degrees
unscaled basis: E = -75.952771, T = 75.598227, V = -151.550998
dilation by 1.1: T = 62.477873, T/lambda^2 = 62.477873
dilation by 1.1: V = -137.773634, V/lambda = -137.773634
dE/dr1 = 0.045238, dE/dr2 = 0.116573 hartree/bohr
sum R.grad E = 0.342412, after origin shift = 0.342412
r1 dE/dr1 + r2 dE/dr2 = 0.342412
defect 2T+V+sum = -0.012132, dE/d(ln c) = -0.012132
optimal scale c = 1.0001090 (dimensionless)
optimal basis: E = -75.952772, sum R.grad E = 0.342376
T direct = 75.610396, -E-sum = 75.610396
V direct = -151.563168, 2E+sum = -151.563168
energy gained by scaling = 6.615e-07 hartree
```
